# The Raman anti-Stokes to Stokes ratio as a thermometer: a numerical check

```python
"""Raman thermometry: anti-Stokes/Stokes ratio
    R_m = (w_aS / w_S)**m * exp(-hbar*Omega/(k*T)),
m = 3 for photon counts, m = 4 for detected energy.
w_S = w_L - Omega and w_aS = w_L + Omega are the scattered angular
frequencies, w_L the laser frequency, Omega the vibration frequency and T
the temperature of the vibration. Assumed: equal polarizability derivative
and equal collection for both lines. theta = hbar*Omega/k.
Material inputs are rough typical values for silicon.
"""
import numpy as np
from scipy.constants import h, hbar, c, k, e, epsilon_0, pi
from scipy.integrate import quad

# ---------- inputs ----------
laser_nm = 532.0
phonon_cm = 520.0
temperature = 400.0
reference_temperature = 300.0
gap_eV = 3.4                       # strong direct optical transition, rough
gap_slope = -0.4e-3                # eV/K, rough
phonon_slope = -0.022              # cm^-1/K, rough
absorb_L, absorb_S, absorb_aS = 0.77, 0.66, 0.90   # 1/um, rough
index_S, index_aS = 4.09, 4.20     # refractive indices, rough
absorbed_power, spot_radius, conductivity = 1e-3, 0.5e-6, 100.0  # SI
stokes_counts = 1.0e5

laser_cm = 1e7 / laser_nm
cm_to_eV = h * c * 100 / e
theta = h * c * 100 * phonon_cm / k
stokes_cm, anti_cm = laser_cm - phonon_cm, laser_cm + phonon_cm
frequency_ratio = anti_cm / stokes_cm


def ideal_ratio(temp, power):
    return frequency_ratio**power * np.exp(-theta / temp)


def infer_temperature(ratio, power):
    return theta / (power * np.log(frequency_ratio) - np.log(ratio))


# ---------- thermal matrix elements by diagonalization ----------
# Units hbar = mass = Omega = 1; sinc-grid kinetic energy.
step = 0.2
grid = np.arange(-60, 61) * step
difference = np.subtract.outer(np.arange(121), np.arange(121))
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, pi**2 / 6,
                   (-1.0)**np.abs(difference) / safe**2) / step**2
levels, states = np.linalg.eigh(kinetic + np.diag(grid**2 / 2))
position = states.T @ (grid[:, None] * states)
x = theta / temperature
weights = np.exp(-x * (levels[:30] - levels[0]))
weights /= weights.sum()
stokes_weight = sum(weights[n] * np.sum(position[n + 1:40, n]**2)
                    for n in range(30))
anti_weight = sum(weights[n] * np.sum(position[:n, n]**2) for n in range(30))
occupation = 1 / np.expm1(x)
assert np.isclose(stokes_weight, (occupation + 1) / 2, rtol=1e-8)
assert np.isclose(anti_weight, occupation / 2, rtol=1e-8)

# ---------- detailed balance from a stationary rate equation ----------
# A vibrational ladder exchanges photons with a Planck field.
x_laser, x_stokes = 3.0, 2.3
planck_L, planck_S = 1 / np.expm1(x_laser), 1 / np.expm1(x_stokes)
size = 60
rates = np.zeros((size, size))
for n in range(size - 1):
    up = (n + 1) * planck_L * (planck_S + 1)
    down = (n + 1) * planck_S * (planck_L + 1)
    rates[n + 1, n] += up
    rates[n, n] -= up
    rates[n, n + 1] += down
    rates[n + 1, n + 1] -= down
rates[-1, :] = 1.0
source = np.zeros(size)
source[-1] = 1.0
population = np.linalg.solve(rates, source)
assert np.allclose(population[1:12] / population[:11],
                   np.exp(-(x_laser - x_stokes)), rtol=1e-8)

# ---------- cross section from the flux of an oscillating dipole ----------
induced = 1e-41                    # alpha' * |Q_fi|, C m^2/V, test value
w_L = 2 * pi * c * 100 * laser_cm
w_S = 2 * pi * c * 100 * stokes_cm
w_aS = 2 * pi * c * 100 * anti_cm
cosines, cosine_weights = np.polynomial.legendre.leggauss(20)
sines = np.sqrt(1 - cosines**2)


def classical_energy_cross_section(w):
    """Radiated power / laser intensity, complete dipole field at r=300 nm."""
    field, r, wave = 1.0, 300e-9, w / c
    dipole = induced * field
    electric = -dipole * sines / (4 * pi * epsilon_0) * (
        wave**2 / r + 1j * wave / r**2 - 1 / r**3)
    magnetic = -c * wave**2 * dipole * sines / (4 * pi * r) * (
        1 + 1j / (wave * r))
    flux = 0.5 * np.real(electric * np.conj(magnetic))
    power = 2 * pi * r**2 * np.sum(cosine_weights * flux)
    return power / (0.5 * epsilon_0 * c * field**2)


def quantum_photon_cross_section(w):
    """Golden-rule result, summed over polarization and direction."""
    return (8 * pi / 3) * induced**2 * w_L * w**3 / (
        16 * pi**2 * epsilon_0**2 * c**4)


energy_S = classical_energy_cross_section(w_S)
energy_aS = classical_energy_cross_section(w_aS)
for w, energy in ((w_S, energy_S), (w_aS, energy_aS)):
    assert np.isclose(energy * w_L / w / quantum_photon_cross_section(w),
                      1, rtol=1e-9)

# Complete ratios: numerical emission times numerical thermal weights.
numeric_energy = energy_aS * anti_weight / (energy_S * stokes_weight)
numeric_count = numeric_energy * w_S / w_aS
count_ratio = ideal_ratio(temperature, 3)
energy_ratio = ideal_ratio(temperature, 4)
assert np.isclose(numeric_count, count_ratio, rtol=1e-8)
assert np.isclose(numeric_energy, energy_ratio, rtol=1e-8)

# ---------- electronic resonance from a vibronic resolvent ----------
E_L = laser_cm * cm_to_eV
E_vib = phonon_cm * cm_to_eV


def vibronic_amplitude(final, initial, photon, gap):
    """Both time orders, excited state with weak linear coupling."""
    n = np.arange(25)
    ladder = np.diag(np.sqrt(n[1:]), 1)
    excited = np.diag(gap + E_vib * n) + 0.01 * E_vib * (ladder + ladder.T)
    total = 0.0
    for energy in (initial * E_vib + photon, final * E_vib - photon):
        column = np.linalg.solve(excited - energy * np.eye(25),
                                 np.eye(25)[:, initial])
        total += column[final]
    return total


def resonance_factor(gap, vibration_eV):
    def amplitude(scattered):
        return (1 / ((gap - E_L) * (gap - scattered))
                + 1 / ((gap + E_L) * (gap + scattered)))
    return (amplitude(E_L + vibration_eV) / amplitude(E_L - vibration_eV))**2


forward = vibronic_amplitude(1, 0, E_L, gap_eV)
reverse = vibronic_amplitude(0, 1, E_L - E_vib, gap_eV)
same_laser = vibronic_amplitude(0, 1, E_L, gap_eV)
assert np.isclose(forward / reverse, 1, rtol=1e-9)
assert abs(same_laser / forward - 1) > 0.05
eta_resonance = resonance_factor(gap_eV, E_vib)
assert np.isclose((same_laser / forward)**2, eta_resonance, rtol=1e-4)
far = (vibronic_amplitude(0, 1, E_L, 100.0)
       / vibronic_amplitude(1, 0, E_L, 100.0))**2
assert abs(far - 1) < 1e-3

# ---------- absorption depth and surface transmission ----------
eta_depth = (absorb_L + absorb_S) / (absorb_L + absorb_aS)
depth_S = quad(lambda z: np.exp(-(absorb_L + absorb_S) * z), 0, np.inf)[0]
depth_aS = quad(lambda z: np.exp(-(absorb_L + absorb_aS) * z), 0, np.inf)[0]
assert np.isclose(depth_aS / depth_S, eta_depth, rtol=1e-7)


def collected_fraction(index):
    """Emission (index) * escape * solid-angle compression (1/index^2)."""
    # Wave from inside: 1 + r = t and index*(1 - r) = t.
    r, t = np.linalg.solve([[1, -1], [index, 1]], [-1, index])
    return index * (t**2 / index) / index**2


for index in (index_S, index_aS):
    assert np.isclose(collected_fraction(index), 4 / (1 + index)**2)
eta_surface = ((1 + index_S) / (1 + index_aS))**2
eta_all = eta_resonance * eta_depth * eta_surface

# ---------- sensitivity and counting noise ----------
sensitivity = theta / temperature**2
slope = (np.log(ideal_ratio(temperature + 0.1, 3))
         - np.log(ideal_ratio(temperature - 0.1, 3))) / 0.2
assert np.isclose(slope, sensitivity, rtol=1e-6)
anti_counts = stokes_counts * count_ratio
noise = np.sqrt(1 / stokes_counts + 1 / anti_counts) / sensitivity
rng = np.random.default_rng(4)
sampled = infer_temperature(rng.poisson(anti_counts, 20000)
                            / rng.poisson(stokes_counts, 20000), 3)
# Sampling error of the standard deviation is about 0.5 percent.
assert abs(sampled.std() / noise - 1) < 0.03

# ---------- laser heating, all heat placed at the surface ----------
heating = absorbed_power / (np.sqrt(2 * pi) * conductivity * spot_radius)
# Hankel-space heat equation; q = wave number * spot radius.
integral = quad(lambda q: np.exp(-q**2 / 8), 0, np.inf)[0]
heating_hankel = absorbed_power * integral / (
    2 * pi * conductivity * spot_radius)
assert np.isclose(heating, heating_hankel, rtol=1e-7)

# ---------- calibration at a known temperature ----------


def simulated_signal(temp, softening, gap_drift):
    change = temp - reference_temperature
    wn = phonon_cm + (phonon_slope * change if softening else 0)
    gap = gap_eV + (gap_slope * change if gap_drift else 0)
    return (((laser_cm + wn) / (laser_cm - wn))**3
            * np.exp(-h * c * 100 * wn / (k * temp))
            * resonance_factor(gap, wn * cm_to_eV) * eta_depth * eta_surface)


def calibrated_error(softening, gap_drift):
    signal = simulated_signal(temperature, softening, gap_drift)
    reference = simulated_signal(reference_temperature, softening, gap_drift)
    inverse = 1 / reference_temperature - np.log(signal / reference) / theta
    return 1 / inverse - temperature


assert abs(calibrated_error(False, False)) < 1e-8
soft_error = calibrated_error(True, False)
gap_error = calibrated_error(False, True)
both_error = calibrated_error(True, True)
soft_phonon = phonon_cm + phonon_slope * (temperature - reference_temperature)
# Leading estimate omits the small change of the optical factors.
soft_estimate = temperature * (phonon_cm / soft_phonon - 1)
assert abs(soft_error - soft_estimate) < 0.5


def bias(factor):
    return infer_temperature(count_ratio * factor, 3) - temperature


thermal_photons = 1 / np.expm1(h * c * 100 * stokes_cm / (k * temperature))
assert thermal_photons < 1e-20


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Laser wavelength", laser_nm, "nm", ".1f")
show("Phonon wavenumber", phonon_cm, "cm^-1", ".1f")
show("Sample temperature", temperature, "K", ".1f")
show("Laser wavenumber", laser_cm, "cm^-1", ".1f")
show("Stokes wavenumber", stokes_cm, "cm^-1", ".1f")
show("Anti-Stokes wavenumber", anti_cm, "cm^-1", ".1f")
show("Stokes wavelength", 1e7 / stokes_cm, "nm", ".1f")
show("Anti-Stokes wavelength", 1e7 / anti_cm, "nm", ".1f")
show("Laser photon energy", E_L, "eV")
show("Phonon energy", E_vib * 1000, "meV", ".2f")
show("Phonon temperature theta", theta, "K", ".2f")
show("theta/T", x)
show("Mean phonon number", occupation)
show("Boltzmann factor", np.exp(-x))
show("Optical frequency ratio", frequency_ratio, form=".5f")
show("Cubic factor", frequency_ratio**3)
show("Quartic factor", frequency_ratio**4)
show("Photon-count ratio", count_ratio)
show("Detected-energy ratio", energy_ratio)
show("Count ratio from numerical emission and sums", numeric_count)
show("Energy ratio from numerical emission and sums", numeric_energy)
show("T from counts, frequency factor omitted",
     infer_temperature(count_ratio, 0), "K", ".1f")
show("T from counts, quartic factor wrongly used",
     infer_temperature(count_ratio, 4), "K", ".1f")
show("T from energy, cubic factor wrongly used",
     infer_temperature(energy_ratio, 3), "K", ".1f")
show("Sensitivity d ln R/dT", sensitivity * 100, "percent/K", ".3f")
show("T error for 1 percent ratio error", 0.01 / sensitivity, "K", ".2f")
show("Stokes counts", stokes_counts, form=".0f")
show("Anti-Stokes counts", anti_counts, form=".0f")
show("Counting noise, formula", noise, "K", ".2f")
show("Counting noise, sampled", sampled.std(), "K", ".2f")
show("Electronic gap, rough", gap_eV, "eV", ".2f")
print(f"Absorption laser, Stokes, anti-Stokes, rough: {absorb_L:.2f}, "
      f"{absorb_S:.2f}, {absorb_aS:.2f} um^-1")
print(f"Index Stokes, anti-Stokes, rough: {index_S:.2f}, {index_aS:.2f}")
show("Resonance factor on ratio", eta_resonance, form=".3f")
show("Resonance factor for a 100 eV gap", far, form=".5f")
show("Absorption-depth factor on ratio", eta_depth, form=".3f")
show("Surface factor on ratio", eta_surface, form=".3f")
show("Product of the three factors", eta_all, form=".3f")
show("T error from resonance alone", bias(eta_resonance), "K", "+.1f")
show("T error from absorption alone", bias(eta_depth), "K", "+.1f")
show("T error from surface alone", bias(eta_surface), "K", "+.1f")
show("T error from all three", bias(eta_all), "K", "+.1f")
show("Absorbed laser power", absorbed_power * 1000, "mW", ".1f")
show("Spot radius (1/e^2 intensity)", spot_radius * 1e6, "um", ".2f")
show("Thermal conductivity, rough", conductivity, "W/(m K)", ".0f")
show("Upper estimate of laser heating", heating, "K", ".1f")
show("Thermal photons per Stokes mode", thermal_photons, form=".1e")
show("Calibration temperature", reference_temperature, "K", ".1f")
show("Phonon slope, rough", phonon_slope, "cm^-1/K", ".3f")
show("Gap slope, rough", gap_slope * 1000, "meV/K", ".2f")
show("Calibrated T error, phonon softening", soft_error, "K", "+.2f")
show("Calibrated T error, gap drift", gap_error, "K", "+.2f")
show("Calibrated T error, both drifts", both_error, "K", "+.2f")
print("all good")
```

Output:

```
Laser wavelength: 532.0 nm
Phonon wavenumber: 520.0 cm^-1
Sample temperature: 400.0 K
Laser wavenumber: 18797.0 cm^-1
Stokes wavenumber: 18277.0 cm^-1
Anti-Stokes wavenumber: 19317.0 cm^-1
Stokes wavelength: 547.1 nm
Anti-Stokes wavelength: 517.7 nm
Laser photon energy: 2.3305 eV
Phonon energy: 64.47 meV
Phonon temperature theta: 748.16 K
theta/T: 1.8704
Mean phonon number: 0.1821
Boltzmann factor: 0.1541
Optical frequency ratio: 1.05690
Cubic factor: 1.1806
Quartic factor: 1.2478
Photon-count ratio: 0.1819
Detected-energy ratio: 0.1922
Count ratio from numerical emission and sums: 0.1819
Energy ratio from numerical emission and sums: 0.1922
T from counts, frequency factor omitted: 439.0 K
T from counts, quartic factor wrongly used: 388.5 K
T from energy, cubic factor wrongly used: 412.2 K
Sensitivity d ln R/dT: 0.468 percent/K
T error for 1 percent ratio error: 2.14 K
Stokes counts: 100000
Anti-Stokes counts: 18188
Counting noise, formula: 1.72 K
Counting noise, sampled: 1.73 K
Electronic gap, rough: 3.40 eV
Absorption laser, Stokes, anti-Stokes, rough: 0.77, 0.66, 0.90 um^-1
Index Stokes, anti-Stokes, rough: 4.09, 4.20
Resonance factor on ratio: 1.261
Resonance factor for a 100 eV gap: 1.00018
Absorption-depth factor on ratio: 0.856
Surface factor on ratio: 0.958
Product of the three factors: 1.034
T error from resonance alone: +56.6 K
T error from absorption alone: -30.6 K
T error from surface alone: -8.9 K
T error from all three: +7.4 K
Absorbed laser power: 1.0 mW
Spot radius (1/e^2 intensity): 0.50 um
Thermal conductivity, rough: 100 W/(m K)
Upper estimate of laser heating: 8.0 K
Thermal photons per Stokes mode: 2.8e-29
Calibration temperature: 300.0 K
Phonon slope, rough: -0.022 cm^-1/K
Gap slope, rough: -0.40 meV/K
Calibrated T error, phonon softening: +1.34 K
Calibrated T error, gap drift: +2.08 K
Calibrated T error, both drifts: +3.42 K
all good
```
